\section*{Stretching frequencies of bridging oxygen and planar threefold nitrogen between fixed silicon atoms}

\section{Definitions and conventions}

An anion of mass $m$ sits at the origin and is bonded to $z$ silicon atoms, which are held fixed. The unit vector $\mathbf n_i$ points from the anion's equilibrium site to silicon atom $i$, $d$ is the equilibrium bond length, and $\mathbf u$ is the displacement of the anion. Each bond has its natural length at equilibrium and resists only a change of length, with constant $\alpha$. If $s_i$ is the stretch of bond $i$, the energy is
\begin{equation}
V=\frac{\alpha}{2}\sum_{i=1}^{z}s_i^2 .
\end{equation}
The values of $\alpha$ and $m$ belong to the anion in question, so oxygen and nitrogen may differ in both. The Si--O--Si angle is $\theta$. Force constants are in N/m, lengths in nm and frequencies in cm$^{-1}$, where the wavenumber of a mode of angular frequency $\omega$ is $\omega/(2\pi c)$.

The motion is taken to be small. The length of bond $i$ after the displacement is
\begin{align}
|d\,\mathbf n_i-\mathbf u|
&=d\sqrt{1-\frac{2\,\mathbf n_i\cdot\mathbf u}{d}+\frac{u^2}{d^2}}\nonumber\\
&=d-\mathbf n_i\cdot\mathbf u+\frac{u^2-(\mathbf n_i\cdot\mathbf u)^2}{2d}+\dots
\end{align}
Subtracting $d$ gives $s_i$. Its second-order part meets the first-order part when $s_i$ is squared, and so enters $V$ at third order. Had the bond carried a tension, a term linear in $s_i$ would have brought that part into the harmonic energy; the natural-length assumption removes it. To second order,
\begin{equation}
V=\frac{\alpha}{2}\sum_i(\mathbf n_i\cdot\mathbf u)^2=\frac{\alpha}{2}\,\mathbf u^{T}S\,\mathbf u,
\qquad S=\sum_i\mathbf n_i\mathbf n_i^{T}.
\end{equation}
The equation of motion is $m\ddot{\mathbf u}=-\alpha S\mathbf u$. If $S\mathbf u=g\mathbf u$, the motion is harmonic with
\begin{equation}
\omega^2=\frac{\alpha g}{m}. \label{general}
\end{equation}
The geometry enters through the number $g$ alone.

\section{The straight bridge}

Put the two silicon atoms on the $x$ axis, on opposite sides of the oxygen. Then $\mathbf n_1=\hat{\mathbf x}$, $\mathbf n_2=-\hat{\mathbf x}$, and $S=2\hat{\mathbf x}\hat{\mathbf x}^T$. Motion along the line has $\omega^2=2\alpha/m$: one bond shortens as the other lengthens, and both forces drive the atom back. Sideways motion has $g=0$, because it changes the bond lengths only at second order. This zero means that the harmonic central-force model has no restoring force in that direction. It does not mean that a real oxygen atom is free to move there.

\section{Bending the bridge}

Let $x$ remain parallel to the Si--Si line and let $y$ be the bisector of the bond angle. Each bond makes an angle $\theta/2$ with $y$:
\begin{equation}
\mathbf n_{1,2}=\left(\pm\sin\tfrac{\theta}{2},\ \cos\tfrac{\theta}{2},\ 0\right).
\end{equation}
In $S$ the two $xy$ products have opposite signs and cancel. The diagonal elements are
\begin{align}
S_{xx}&=2\sin^2\tfrac{\theta}{2}=1-\cos\theta,\\
S_{yy}&=2\cos^2\tfrac{\theta}{2}=1+\cos\theta,\qquad S_{zz}=0 .
\end{align}
For displacement $u$ along $x$ the stretches are $s_1=-u\sin(\theta/2)$ and $s_2=+u\sin(\theta/2)$. They have opposite signs, so this is the antisymmetric stretch, and equation (\ref{general}) gives
\begin{equation}
\boxed{\ \omega_{\rm O}^2=\frac{\alpha(1-\cos\theta)}{m}\ }
\end{equation}
Motion along $y$ stretches both bonds equally and has $\omega^2=\alpha(1+\cos\theta)/m$.

At $\theta=180^\circ$ the straight bridge returns, with $g=2$ and $g=0$. At $\theta=90^\circ$ the bonds are perpendicular and both values equal $\alpha/m$. Above $90^\circ$ the antisymmetric mode is the higher one; below $90^\circ$ the order is reversed.

The half-angle form is useful for a glass, where $\theta$ varies from site to site:
\begin{equation}
\omega_{\rm O}=\sqrt{\frac{2\alpha}{m}}\,\sin\frac{\theta}{2},
\qquad
\frac{d\omega_{\rm O}}{\omega_{\rm O}}=\frac12\cot\frac{\theta}{2}\,d\theta .
\label{spread}
\end{equation}
The frequency rises with angle, more and more slowly as the bridge straightens.

\section{Adding a third bond}

Planar nitrogen can be built from a bridge. Set $\theta=120^\circ$, for which $S_{xx}=3/2$ and $S_{yy}=1/2$. Add a third bond pointing away from the other two, $\mathbf n_3=(0,-1,0)$. It makes $120^\circ$ with each of them and contributes $\mathbf n_3\mathbf n_3^T=\hat{\mathbf y}\hat{\mathbf y}^T$. Therefore
\begin{equation}
S_{xx}=\frac32+0=\frac32,\qquad S_{yy}=\frac12+1=\frac32,\qquad S_{xy}=S_{zz}=0 .
\end{equation}
Within the plane $S$ is $3/2$ times the identity, so every in-plane direction is an eigenvector:
\begin{equation}
\boxed{\ \omega_{\rm N}^2=\frac{3\alpha}{2m}\quad\text{(twofold degenerate)}\ }
\end{equation}
The third bond leaves the $x$ motion unchanged, being perpendicular to it, and raises the softer $y$ motion to the same frequency.

With the bonds at $120^\circ$, the degeneracy needs equal constants. If the third bond has constant $\alpha'$, the same sums give
\begin{equation}
m\omega_x^2=\frac{3\alpha}{2},\qquad m\omega_y^2=\frac{\alpha}{2}+\alpha',
\end{equation}
and the squared frequencies differ by $(\alpha'-\alpha)/m$. Setting $\alpha'=0$ recovers the $120^\circ$ bridge.

It also matters that the site is planar. Let all three bonds make an angle $t$ with the plane, so that $\mathbf n_i=(\cos t\cos\phi_i,\cos t\sin\phi_i,\sin t)$ with azimuths $\phi_i$ spaced by $120^\circ$. The in-plane block of $S$ is multiplied by $\cos^2t$. The elements $S_{xz}$ and $S_{yz}$ vanish because $\sum\cos\phi_i=\sum\sin\phi_i=0$. Hence
\begin{equation}
g_x=g_y=\tfrac32\cos^2t,\qquad g_z=3\sin^2t .
\end{equation}
The pair stays degenerate but softens. When $\sin^2t=1/3$ all three values equal 1 and the site is isotropic.

\section{Comparing oxygen and nitrogen}

Each $\mathbf n_i\mathbf n_i^T$ has trace 1, so the squared frequencies of one anion add up to $z\alpha/m$. Oxygen has a total $g$ of 2 and, in a wide bridge, puts most of it into one mode. Nitrogen has a total of 3 but divides it equally between two. An extra bond therefore need not give a higher frequency. With separate constants and masses,
\begin{equation}
\frac{\omega_{\rm N}}{\omega_{\rm O}}
=\sqrt{\frac{\alpha_{\rm N}}{\alpha_{\rm O}}}\,
\sqrt{\frac{m_{\rm O}}{m_{\rm N}}}\,
\sqrt{\frac{3/2}{1-\cos\theta}} .
\label{ratio}
\end{equation}

For numbers, take sites in a silicon oxynitride gate dielectric or diffusion barrier. The round constants, chosen to place the bands near their observed regions, are $\alpha_{\rm O}=600$ N/m and $\alpha_{\rm N}=400$ N/m, with $\theta=144^\circ$ and masses 15.999 u and 14.007 u. Then $1-\cos\theta=1.809$, and
\begin{align}
\omega_{\rm O}^2&=\frac{600\times1.809\ \text{N/m}}{15.999\ \text{u}}=4.09\times10^{28}\ \text{s}^{-2},\\
\omega_{\rm N}^2&=\frac{1.5\times400\ \text{N/m}}{14.007\ \text{u}}=2.58\times10^{28}\ \text{s}^{-2}.
\end{align}
Taking the root and dividing by $2\pi c$ gives 1073 cm$^{-1}$ (0.133 eV) for oxygen and 853 cm$^{-1}$ (0.106 eV) for nitrogen.

The three factors in equation (\ref{ratio}) are 0.816 from stiffness, 1.069 from mass and 0.911 from geometry; their product is 0.795. For these parameters the weaker Si--N bond causes most of the drop. The lighter mass and the different geometry nearly offset each other: with equal constants, at the same angle, nitrogen would lie only about 3\% below oxygen.

With equal constants the two frequencies coincide when
\begin{equation}
1-\cos\theta=\frac{3m_{\rm O}}{2m_{\rm N}},
\end{equation}
which gives $\theta=135.5^\circ$. Nitrogen is then the higher for a narrower bridge and the lower for a wider one.

Local geometry moves the bands too. At fixed $\alpha_{\rm O}$, angles of $134^\circ$ and $154^\circ$ give 1039 and 1099 cm$^{-1}$. The shifts from 1073 cm$^{-1}$ are $-34$ and $+26$ cm$^{-1}$, unequal because the slope in equation (\ref{spread}) falls with angle. Tilting the nitrogen bonds by $10^\circ$ multiplies the in-plane frequency by $\cos10^\circ$ and lowers it to 840 cm$^{-1}$.

\section{Releasing the silicon atoms}

Silicon, at 28.085 u, is less than twice as heavy as oxygen, so holding it fixed is a strong assumption. Let each silicon neighbour, of mass $M$, move by $\mathbf v_i$, while its three other anions stay fixed. Give all four bonds of that silicon the same constant $\alpha$ and tetrahedral directions. These can be written as $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. In the sum of their $\mathbf n\mathbf n^T$ the off-diagonal products cancel and each diagonal element is $4/3$. The restoring force on a displaced silicon is therefore isotropic, with constant $4\alpha/3$.

The stretch of the central bond is now $\mathbf n_i\cdot(\mathbf v_i-\mathbf u)$. With $L=\omega^2$ the equations of motion are
\begin{align}
mL\,\mathbf u&=\alpha S\mathbf u-\alpha\sum_i\mathbf n_i(\mathbf n_i\cdot\mathbf v_i),\\
ML\,\mathbf v_i&=\tfrac43\alpha\,\mathbf v_i-\alpha\,\mathbf n_i(\mathbf n_i\cdot\mathbf u).
\end{align}
The second line gives
\begin{equation}
\mathbf v_i=-\frac{\alpha\,\mathbf n_i(\mathbf n_i\cdot\mathbf u)}{ML-4\alpha/3}.
\end{equation}
Put this into the first line, using $\mathbf n_i\cdot\mathbf n_i=1$ and $S\mathbf u=g\mathbf u$:
\begin{equation}
mL-\alpha g=\frac{\alpha^2g}{ML-4\alpha/3}.
\end{equation}
Multiplying by the denominator and dividing by $mM$,
\begin{equation}
(L-a)(L-b)=\frac{\alpha^2g}{mM},\qquad a=\frac{\alpha g}{m},\quad b=\frac{4\alpha}{3M}.
\label{moving}
\end{equation}
For the oxygen antisymmetric stretch at the angle used here and for the nitrogen pair, $a>b$, and the anion has the larger share of the kinetic energy in the upper root. This root is therefore taken as the anion stretch. It lies above both $a$ and $b$, so $ML>4\alpha/3$, and $\mathbf v_i$ has the opposite sign to the anion's motion along the bond. The two ends move against each other, which stretches the bond more and raises the frequency.

The root also has an upper bound. At $L=a+b$ the left side of (\ref{moving}) equals $ab=4\alpha^2g/(3mM)$, which exceeds the right side, so the root has already been passed. Hence $a<L<a+b$. As $M\to\infty$, $b\to0$ and the fixed-silicon result returns.

With the same constants as before, the upper roots are 1243 cm$^{-1}$ for oxygen and 995 cm$^{-1}$ for nitrogen. These are 16\% and 17\% above the fixed-silicon values, while the N/O ratio changes only from 0.795 to 0.801. In this cluster, with the outer anions fixed, holding silicon still affects the absolute frequencies far more than their ratio.

In (\ref{moving}) $a$ and $b$ are proportional to $\alpha$ and the right side to $\alpha^2$, so both roots $L$ are proportional to $\alpha$, and the original frequencies can be restored by reducing $\alpha$ by the factor $a/L$. This gives 447 N/m for oxygen and 294 N/m for nitrogen. The values 600 and 400 N/m are therefore effective constants of the fixed-silicon model, not bond properties that can be carried unchanged into a calculation with moving silicon.

\section{Forces across the bond}

The zero modes call for a transverse force. Give each bond an additional energy $(\beta/2)[u^2-(\mathbf n_i\cdot\mathbf u)^2]$, with silicon fixed again. Summing over bonds replaces $\alpha S$ by $\alpha S+\beta(zI-S)$, where $I$ is the identity. The eigenvectors are unchanged, and
\begin{equation}
\omega^2=\frac{\alpha g+\beta(z-g)}{m}.
\end{equation}
Out of the plane $g=0$ and $\omega^2=z\beta/m$.

As an example, take $\beta=\alpha/10$, that is 60 N/m for oxygen and 40 N/m for nitrogen. The stretches become 1079 and 894 cm$^{-1}$, increases of about 0.5\% and 5\%. Nitrogen responds more because $z-g=1.5$, whereas for oxygen it is only 0.191: the oxygen motion is nearly along its bonds. The out-of-plane modes move from zero to 357 cm$^{-1}$ for oxygen and 381 cm$^{-1}$ for nitrogen.

\section{The field of a longitudinal wave}

The anions carry charge, so a long-wavelength vibration can produce a macroscopic electric field. Consider identical stretching oscillators with fixed silicon. Oscillator $j$ has amplitude $a_j$ along the unit vector $\mathbf e_j$ and effective charge $q$. For a wave polarized along its own direction $z$, without free charge, the displacement field vanishes: $\varepsilon_0\varepsilon_\infty E+P=0$. Here $P$ is the polarization due to the anion displacements, and $\varepsilon_\infty$ is the relative permittivity of the electrons. In a volume $\Omega$,
\begin{equation}
m\ddot a_j=-\alpha g\,a_j+q e_{jz}E,\qquad P=\frac{q}{\Omega}\sum_j e_{jz}a_j .
\end{equation}
Multiply the first equation by $qe_{jz}/\Omega$ and sum over $j$:
\begin{equation}
m\ddot P=-\alpha g\,P-\frac{q^2}{\varepsilon_0\varepsilon_\infty}
\left(\frac1\Omega\sum_j e_{jz}^2\right)P .
\end{equation}
In an isotropic film $e_{jz}^2$ averages to $1/3$. Keep only the antisymmetric stretch of oxygen and the in-plane pair of nitrogen. With $n$ anions per volume and $p$ such modes per anion, the bracket is $pn/3$, and
\begin{equation}
\omega_{\rm L}^2=\frac{\alpha g}{m}+\frac{p\,n q^2}{3\varepsilon_0\varepsilon_\infty m},
\qquad p_{\rm O}=1,\quad p_{\rm N}=2 .
\end{equation}
Short-range electrical forces are regarded as part of $\alpha$. For $q=0$ the earlier result returns.

For a pure oxide take roughly $n=45$ nm$^{-3}$ and $\varepsilon_\infty=2$; for a pure nitride, 50 nm$^{-3}$ and 4. Assume $|q|=3e$ in both; the shift of $\omega^2$ is proportional to $q^2$, so it depends strongly on this choice. The longitudinal frequencies are then 1166 and 995 cm$^{-1}$, 9\% and 17\% above the values without the field. The modes left out, oxygen's bisector motion and the out-of-plane motion of both anions, lie lower. If they carry charge too, their coupling to the field raises these upper frequencies further; with the same $|q|$ on every mode and $\beta=0$ they become about 1203 and 1014 cm$^{-1}$. Per active mode, nitrogen's addition to $\omega^2$ is the smaller, mainly because its $\varepsilon_\infty$ is twice as large, and its lower starting frequency about cancels this: with $p=1$ both shifts would be close to 9\%. For these parameters the larger relative shift of nitrogen therefore comes from its second active mode. That 995 cm$^{-1}$ also appeared for moving silicon is a coincidence of the parameters. The two corrections are separate estimates, and their shifts should not simply be added.

\section{Anharmonicity and temperature}

The zero-point rms displacement along a mode is $\sqrt{\hbar/(2m\omega)}$. It is 0.0031 nm for oxygen and 0.0038 nm for nitrogen, about 2\% of the assumed bond lengths of 0.16 and 0.17 nm. To see what this does to the frequency, replace the harmonic stretch energy by the Morse form
\begin{equation}
D\left(1-e^{-\kappa s}\right)^2,\qquad \kappa=\sqrt{\frac{\alpha}{2D}} .
\end{equation}
Its curvature at $s=0$ is $2D\kappa^2=\alpha$, as required. The rough depths are $D=4.5$ eV for Si--O and 3.5 eV for Si--N, and the transverse constants $\beta$ are retained.

The Schr\"odinger equation for in-plane motion, with silicon fixed, was solved by diagonalizing the Hamiltonian on a grid of 33 points per direction spanning $\pm0.032$ nm. The excited level most strongly reached from the ground state by the operator $x$ was taken as the stretch. Relative to the harmonic frequency with the same $\beta$, oxygen shifts by $-0.5\%$. This value depends on the choice of $\beta$: it is about $-0.8\%$ for $\beta=\alpha/20$ and $-0.2\%$ for $\beta=\alpha/5$. The nitrogen shift is below 0.1\%. A grid of 39 points spanning $\pm0.036$ nm changes the transition energies by less than 0.1\%, so the sign of the nitrogen shift is not claimed. Coupling to out-of-plane motion is left out. Including it, with the same constants, changes the shifts to about $-0.7\%$ for oxygen and $-0.2\%$ for nitrogen. For nitrogen the out-of-plane coupling is thus the main effect, and the in-plane values describe the in-plane problem only.

At 400 K the mean thermal occupation, $1/(e^{\hbar\omega/k_{\rm B}T}-1)$, is 0.02 for oxygen and 0.05 for nitrogen. Both stretches are mostly in their ground state at this temperature.

\section{Reading a real oxynitride band}

Infrared absorption of silicon oxide has a strong stretching band at very roughly 1100 cm$^{-1}$, and that of silicon nitride at very roughly 850 cm$^{-1}$. The constants used here were chosen to fall in these regions, so the agreement is no evidence for the model. In real films all the atoms move. Releasing only the neighbouring silicon atoms, with the outer anions fixed, raised the calculated frequencies by 16--17\% at given $\alpha$; in a full network the change depends on how the anions move together. A mixed film also has silicon atoms bonded to both anions, so their vibrations couple, and the single constant used around each silicon no longer applies. With the constants chosen here, replacing Si--O bonds by Si--N bonds moves absorption strength from the oxygen band to the lower nitrogen band. In this model of independent sites, without the macroscopic field, neither band moves with composition. Where the two bands overlap, however, the maxima of their sum can shift as the weights change, even while both remain visible. In a real film the coupling just described can move the bands as well. The Si--O--Si angle matters too: in this model, at fixed $\alpha$, a narrower angle lowers the oxygen stretch. Reading nitrogen content from a band position therefore needs a calibration on films of known composition, with the angle distribution known or unchanged and with transverse and longitudinal bands kept apart.
